# Relativistic exchange tensor from t-matrix rotations and Moriya's rules, part 2

Two magnetic sites with moments along unit vectors \(\mathbf e_1,\mathbf e_2\) sit in a host \(H_0\) with Green function \(G_0(z)\). The grand potential \(\Omega\) is matched to \(E=-\mathbf e_1\cdot\mathcal J\cdot\mathbf e_2\) by tilting the sites from a reference \(\mathbf n\) towards \(\mathbf u,\mathbf v\perp\mathbf n\):

\[ \mathbf u\cdot\mathcal J^{(\mathbf n)}\cdot\mathbf v=\frac1\pi\,\mathrm{Im}\!\int\! dE\,f(E)\,\mathrm{Tr}\big[m_1^{u}\tau_{12}m_2^{v}\tau_{21}\big],\qquad m^{u}=-i\big[(\mathbf n\times\mathbf u)\cdot(\mathbf L+\mathbf S),\,m\big]. \tag{1} \]

Here \(f\) is the Fermi function, \(\tau\) the scattering-path operator and \(m=t^{-1}=V^{-1}-g\), with \(V\) the site potential, \(B\) its exchange field and \(g\) the on-site reference propagator. \(F\) denotes the trace in (1), and \(\Phi(\mathbf n;\mathbf u,\mathbf v)\) the whole expression. The on-site curvature is \(\partial^2_{\theta_1}\Omega\), with \(\theta_1\) the tilt of site 1.

The tensor splits as \(E=-J\,\mathbf e_1\cdot\mathbf e_2-\mathbf e_1\cdot\Gamma\cdot\mathbf e_2-\mathbf D\cdot(\mathbf e_1\times\mathbf e_2)\), with \(J=\frac13\mathrm{tr}\mathcal J\) (\(J>0\) ferromagnetic), \(\Gamma\) symmetric and traceless, and \(D_y=\frac12(\mathcal J^{zx}-\mathcal J^{xz})\) taken at \(\mathbf n=\hat y\). Diagonal elements are averaged over their two references. Units have \(k_B=1\); cluster energies are in units of the hopping.

For one orbital per site, \(t_i=p_i+q_i\,\mathbf e_i\cdot\boldsymbol\sigma\), \(m=\bar m+m_s\,\mathbf n\cdot\boldsymbol\sigma\), \(P=q_1q_2\), \(G_{12}=g_0+i\,\mathbf g\cdot\boldsymbol\sigma\), \(s\equiv g_0^2+\mathbf g\cdot\mathbf g\), \(\det M=(p_1^2-q_1^2)(p_2^2-q_2^2)s^2\), and

\[ K_{\alpha\beta}=2\big[(g_0^2-\mathbf g\cdot\mathbf g)\delta_{\alpha\beta}+2g_\alpha g_\beta+2g_0\epsilon_{\alpha\beta\gamma}g_\gamma\big],\qquad \Delta=1-2p_1p_2s+\det M-P\,\mathbf e_1K\mathbf e_2 , \]

\[ \mathbf u\,\mathcal J^{(\mathbf n)}\mathbf v=\frac1\pi\mathrm{Im}\!\int\! f\left[\frac{P\,\mathbf uK\mathbf v}{\Delta}+\frac{P^2(\mathbf uK\mathbf n)(\mathbf nK\mathbf v)}{\Delta^2}\right]_{\mathbf e_1=\mathbf e_2=\mathbf n}. \tag{4} \]

A structural symmetry \(O\) turns spins by \(\mathsf R=\det(O)\,O\). For \(\mathsf R=\mathrm{diag}(r_x,r_y,r_z)\) with \(r=\pm1\), \(D_\gamma=r_\gamma D_\gamma\) if the sites stay fixed and \(D_\gamma=-r_\gamma D_\gamma\) if they are swapped. For a bond along \(x\) centred at the origin, this gives Moriya's rules:

1. Inversion: \(\mathsf R=\mathbb 1\), swapped, \(\mathbf D=0\).
2. Mirror \(x\to-x\): \(\mathsf R=\mathrm{diag}(+,-,-)\), swapped, \(D_x=0\).
3. Mirror \(y\to-y\): \(\mathsf R=\mathrm{diag}(-,+,-)\), fixed, \(D_x=D_z=0\).
4. Twofold axis \(z\): \(\mathsf R=\mathrm{diag}(-,-,+)\), swapped, \(D_z=0\).
5. Twofold axis along the bond, contained in any even-fold axis: \(\mathsf R=\mathrm{diag}(+,-,-)\), fixed, \(D_y=D_z=0\).

*Tests.* On a square Rashba patch (\(\alpha=0.8\), \(\mu=-1\), \(B=2\) on both sites, except \(B=1.4\) on site 2 in the rule-3 and no-symmetry cases) nonmagnetic spectators with \(U=2\) keep one operation at a time. The diagonalization values of \((D_x,D_y,D_z)\) in \(10^{-3}\) hopping are \((0,-5.3,0)\) for the bare dimer, \((0,-10.4,0.76)\) for rule 2, \((0,-4.4,0)\) for rule 3, \((0.65,-9.2,0)\) for rule 4 and \((0.24,-6.2,0.40)\) without symmetry; a zero means below \(2\times10^{-7}\) hopping. The Rashba term is odd under inversion, so rule 1 is tested on a bilayer with opposite couplings: \(\mathbf D\), \(\Gamma\) and \(\mathbf g\) vanish at \(J=2.6\times10^{-3}\), and all three return when one spectator is removed. An inversion-symmetric p-orbital homodimer has \(\mathbf D=0\) with \(\max|\Gamma|=5.5\times10^{-3}\), so the link between \(\Gamma\) and \(\mathbf D\) belongs to the one-orbital model. A bond along the fourfold axis of a square Rashba plane lies in two perpendicular mirrors, and rule 3 applied to each gives \(\mathbf D=0\); rule 5 is therefore tested on a chiral p cluster with its bond on \(z\), which gives \((0,0,-40)\).

*Failure at a threefold axis.* If \(\Omega\) is bilinear, \(\mathcal J=\mathsf R^T\mathcal J\mathsf R\) gives \(\mathbf D=\mathsf R\mathbf D\) and \(\mathbf D\) lies along the axis. Beyond that, take a \(C_{3v}\) cluster with bond \(z\) and mirror \(y\to-y\), and \(d(\mathbf n)=\frac12[\Phi(\mathbf n;\hat z,\mathbf n\times\hat z)-\Phi(\mathbf n;\mathbf n\times\hat z,\hat z)]\) for in-plane \(\mathbf n\), which is \(\mathbf n\cdot\mathbf D\) in the model. Symmetry makes \(d\) equal at \(90^\circ,210^\circ,330^\circ\), and for a vector these three sum to zero, so each would vanish. The test finds \(d(0^\circ)=0\) and \(d(90^\circ)=d(210^\circ)=-9.0\times10^{-3}\). A quartic term such as \(\mathrm{Re}[(e_{1x}+ie_{1y})^3]\,e_{2z}\) is invariant under all three symmetries, and its mixed derivative is \(3\,\mathrm{Re}\,i^2=-3\) at \(\mathbf n=\hat y\) and \(\mathrm{Re}\,3i=0\) at \(\mathbf n=\hat x\). Its share of the computed value has not been determined.

## 6. The continuum Rashba dimer

Take \(H_0=ck^2+\alpha(\sigma_xk_y-\sigma_yk_x)\), \(c=\hbar^2/2m^*\), \(k_{so}=\alpha/2c\), \(\kappa=\sqrt{z/c+k_{so}^2}\) with \(\mathrm{Im}\,\kappa>0\), and \(k_{1,2}=\kappa\mp k_{so}\), so \(k_1k_2=z/c\) and \(k_2^2-k_1^2=4\kappa k_{so}\). Then \(G_0=[z-ck^2+\alpha(\sigma_xk_y-\sigma_yk_x)]/N\) with \(N=(ck^2+\alpha k-z)(ck^2-\alpha k-z)\). The roots are \(k_1,-k_2\) and \(k_2,-k_1\), so \(N=c^2(k_1^2-k^2)(k_2^2-k^2)\). From \(k_1(k_2^2-k^2)+k_2(k_1^2-k^2)=2\kappa(z/c-k^2)\) and \(4\kappa k_{so}/(2c\kappa)=\alpha/c^2\),

\[ \frac{z-ck^2}{N}=\frac{1}{2c\kappa}\sum_j\frac{k_j}{k_j^2-k^2},\qquad \frac{\alpha}{N}=\frac{1}{2c\kappa}\Big[\frac{1}{k_1^2-k^2}-\frac{1}{k_2^2-k^2}\Big]. \]

The transform of \(1/(q^2-k^2)\) is the decaying solution of \((\nabla^2+q^2)\phi=\delta\), namely \(-\frac i4H_0(q\rho)\) with \(H_n\equiv H_n^{(1)}\); its short-distance form \(\frac{1}{2\pi}\ln\rho\) fixes the factor. A factor \(\mathbf k\) becomes \(-i\nabla\), and \(H_0'=-H_1\) gives \(+\frac q4H_1\hat{\boldsymbol\rho}\). With site 1 at \(-\frac R2\hat x\) and site 2 at \(+\frac R2\hat x\), \(\hat{\boldsymbol\rho}=-\hat x\) and \(\sigma_x\hat\rho_y-\sigma_y\hat\rho_x=\sigma_y\), so \(\mathbf g=g_y\hat y\) with

\[ g_0=C\,[k_1H_0(k_1R)+k_2H_0(k_2R)],\quad g_y=C\,[k_1H_1(k_1R)-k_2H_1(k_2R)],\quad C=\frac{-i}{8c\kappa}. \]

For a contact scatterer, \(H_0(x)\approx\frac{2i}{\pi}\ln(-ixe^\gamma/2)\) gives \(g_0(\rho\to0)=\frac{1}{2\pi c}\ln\frac{\rho e^\gamma}{2a}-m_a\) with \(m_a=-\frac{1}{4\pi c\kappa}\sum_jk_j\ln(-ik_ja)\). The energy-independent logarithm is absorbed in \(V^{-1}\), leaving \(t^{-1}=m_a\) with one length \(a_\sigma\) per spin direction. At \(\alpha=0\), \(m_a\) vanishes at \(\kappa=i/a\), a bound state at \(-c/a^2\). For \(E>0\), \(\mathrm{Im}\,m_a=1/4c\), so \(m_a=-(\cot\delta-i)/4c\) with \(\cot\delta=\sum_jk_j\ln(k_ja)/\pi\kappa\), and \(m_s=\ln(a_\downarrow/a_\uparrow)/4\pi c\). At \(T=0\), \(F\) is analytic for \(\mathrm{Im}\,z>0\) and decays as \(e^{-2R\,\mathrm{Im}\kappa}\), so \(\int^{E_F}_{-\infty}F\,dE=-i\int_0^\infty F(E_F+iy)\,dy\), bound states included. The Green function is tested by Fourier quadrature, its differential equation and its short-distance limit, and this contour against a semicircle.

Now \(K_{xx}=K_{zz}=2(g_0^2-g_y^2)\), \(K_{yy}=2s\), \(K_{zx}=-K_{xz}=4g_0g_y\), and the rest vanish, so \(\mathbf D\parallel\hat y\) as rules 2 to 4 require. Since \(\sigma_y\) commutes with \(G_{12}\), \(\Omega\) is invariant under a joint spin rotation about \(y\), which makes the \(\hat x\) and \(\hat z\) blocks equivalent.

*Small \(\alpha\).* Reversing \(\alpha\) swaps \(k_1,k_2\): \(g_0\) and \(m_a\) are even, \(g_y\) is odd. So \(D_y\propto\alpha\) and \(\Gamma\propto\alpha^2\) at leading order; going from 0.02 to 0.01 eV Å gives tested ratios 2.000 and 4.000. Halving a scale factor on \(G\) from 0.04 to 0.02 divides \(\mathcal J^{zx}\) by 4.00 and the reference gap of \(\mathcal J^{xx}\) by 16.03, as (4) predicts.

*Large \(R\).* Let \(\varphi=k_{so}R\), \(H_0\approx h(1-\frac{i}{8x})\), \(H_1\approx-ih(1+\frac{3i}{8x})\), \(h=\sqrt{2/\pi x}\,e^{i(x-\pi/4)}\), and \(b_j=k_jh(k_jR)\). At leading order \(g_0=C(b_1+b_2)\) and \(g_y=-iC(b_1-b_2)\), so \(g_0^2-g_y^2=2C^2(b_1^2+b_2^2)\) and \(2g_0g_y=-2iC^2(b_1^2-b_2^2)\). With \(b_{1,2}^2\propto(\kappa\mp k_{so})e^{\mp2i\varphi}\) these are proportional to \(\cos2\varphi+i\frac{k_{so}}{\kappa}\sin2\varphi\) and \(-\sin2\varphi+i\frac{k_{so}}{\kappa}\cos2\varphi\). At \(\mathbf n=\hat y\) the second term of (4) vanishes and both elements share \(\Delta\), so \(D_y/\mathcal J^{xx}\to-\tan2\varphi\) provided also \(k_{so}/\kappa\to0\), that is for \(\kappa R\to\infty\) at fixed \(\varphi\), and away from the nodes of the oscillation in \(R\), where both elements nearly vanish and the corrections below dominate the ratio; at fixed \(\alpha\) the terms in \(k_{so}/\kappa\) survive however large \(R\) is. The residual \(2g_0g_y\cos2\varphi+(g_0^2-g_y^2)\sin2\varphi\), in the same normalization, is \(ik_{so}/\kappa=i\varphi/\kappa R\). The Hankel corrections turn \(g_y/g_0=-\tan\varphi\) into \(-\tan\varphi\,(1+\eta)\), \(\eta=i/2\kappa R\), which adds \(-\eta\sin2\varphi\,(\cos2\varphi+2\sin^2\varphi)=-\eta\sin2\varphi\). The sum is \(i(2\varphi-\sin2\varphi)/2\kappa R\): the two corrections cancel to first order in \(\varphi\), and at \(2\varphi=0.656\), the value used below, 7% of the first one is left. For the parameters below with \(\alpha/s\) and \(sR\), \(0.656-0.610=0.046\) and \(\kappa R\approx15.9\) and \(63.5\) estimate 0.00145 and 0.00036 for \(s=8,32\) at the start of the oscillation used next, \(R=10s\) Å; at its end \(\varphi\) has grown and the estimate for \(s=8\) is 0.0021. The computed maxima of \(|D_y\cos2\varphi+\mathcal J^{xx}\sin2\varphi|\) over one oscillation, relative to the maximum of \(\sqrt{D_y^2+(\mathcal J^{xx})^2}\), are 0.0015 and 0.0004; the test asserts the decrease.

## 7. Worked example

Take \(m^*=0.5\,m_e\), \(\alpha=0.5\) eV Å, \(E_F=0.3\) eV above the band crossing, \(R=10\) Å, \(a_\uparrow=2\) Å, \(a_\downarrow=10\) Å, \(T=0\). Then \(c=7.620\) eV Å\(^2\), \(k_{so}=0.5/15.24=0.03281\) Å\(^{-1}\), \(\kappa=0.2011\), \(k_1=0.1683\), \(k_2=0.2339\) Å\(^{-1}\), \(2\varphi=37.60^\circ\) and \(\kappa R=2.01\). The phase shifts are \(119.7^\circ\) and \(65.6^\circ\), and \(m_s=\ln5/(4\pi\cdot7.620)=0.01681\) eV\(^{-1}\)Å\(^{-2}\).

In meV, \(\hat z\) gives \(xx=-4.770\), \(yy=-6.025\); \(\hat x\) gives \(yy=-6.025\), \(zz=-4.770\); \(\hat y\) gives \(zz=xx=-4.826\), \(zx=-xz=3.643\). Averaging, \(\mathcal J^{xx}=\mathcal J^{zz}=-(4.770+4.826)/2=-4.798\). Then \(J=-(2\cdot4.798+6.025)/3=-5.21\) meV (\(-60.4\) K), \(\Gamma_{xx}=\Gamma_{zz}=-4.798+5.207=0.409\) meV, \(\Gamma_{yy}=-6.025+5.207=-0.818\) meV and \(D_y=3.64\) meV (42.3 K).

For \(\mathbf e_1=\hat z\), \(\mathbf e_2=(\sin\psi,0,\cos\psi)\) the model gives \(-E=\mathcal J^{zz}\cos\psi+D_y\sin\psi\), so collinear alignment along \(z\) is not stationary, and the minimum lies at \(180^\circ-\arctan(3.643/4.798)=142.8^\circ\). Minimizing the full \(\Omega(\psi)\) gives \(142.9^\circ\), and the asymptotic law \(180^\circ-37.6^\circ=142.4^\circ\).

The output shows a near degeneracy: measured from the non-interacting pair, the canted state has \(-22.8594\) meV and antiparallel alignment along \(y\) has \(-22.8589\) meV. If \(g_y/g_0=-\tan\varphi'\) is real and independent of energy, then \(G_{12}\propto e^{-i\varphi'\sigma_y}\) and \(K=2s\hat K\) with \(\hat K\) a real rotation by \(2\varphi'\) about \(y\). \(\Omega\) then depends on \(x=\mathbf e_1\hat K\mathbf e_2\) alone, and both states have \(x=-1\). At \(E_F\), \(g_y/g_0=(-0.005418+0.002244i)/(0.015977-0.006256i)=-0.342+0.007i\), against \(-\tan18.80^\circ=-0.340\). The sign of the remaining 0.0005 meV is not derived here.

The same picture estimates the non-bilinear part. Write \(-\Omega\approx\text{const}+Ax+B_2x^2\). The first harmonics of \(-\Omega(\psi)\), \(-4.734\) and \(3.577\) meV, give \(A=-5.933\) meV and \(\cos2\varphi'=0.798\), and the second-harmonic amplitude 0.0284 meV gives \(|B_2|=0.057\) meV. The mixed derivative is \((A+2B_2x)\,\mathbf u\hat K\mathbf v+2B_2(\mathbf u\hat K\mathbf n)(\mathbf n\hat K\mathbf v)\). At \(\hat y\), \(x=1\), and the block magnitude \(\sqrt{4.8255^2+3.6433^2}=6.046\) meV matches \(5.933+0.114=6.047\) for \(B_2<0\); this is why the extracted \(D_y\) exceeds the sine harmonic by 1.9% of the latter. At \(\hat z\), \(x=0.798\) and \(yy=-5.933-0.114\cdot0.798=-6.024\) meV. The reference gap in \(xx\) is estimated as \(2B_2(\cos2\varphi'-\cos^22\varphi'+\sin^22\varphi')=-0.114\cdot0.524=-0.060\) meV, against the computed \(-0.056\) meV, with powers beyond \(x^2\) and the departure of \(g_y/g_0\) from a real constant both neglected; their shares in the difference have not been determined.

## Computed results

```
Clusters, unit = hopping; T=0.1; lattice: alpha=0.8, B=2, U=2, mu=-1
case: J | max|Gamma| | Dx Dy Dz (diagonalization)
C2v dimer, rules 2-4: -0.00072 | 0.00055 | 0.000000 -0.005315 -0.000000
rule 2 mirror perp: -0.00036 | 0.00584 | 0.000000 -0.010383 0.000755
rule 3 mirror along: -0.00057 | 0.00090 | -0.000000 -0.004384 0.000000
rule 4 C2 perp (z): 0.00180 | 0.00237 | 0.000652 -0.009232 0.000000
no symmetry: -0.00031 | 0.00133 | 0.000239 -0.006229 0.000404
rule 1 bilayer: 0.00259 | 0.00000 | 0.000000 0.000000 0.000000
bilayer, inv. broken: 0.00253 | 0.00005 | -0.000678 0.000632 0.000261
rule 1 p homodimer: -0.07351 | 0.00551 | 0.000000 0.000000 -0.000000
p homo, inv. broken: -0.12708 | 0.01190 | -0.023246 -0.002561 -0.015681
rule 5 p, C2 on bond z: -0.02667 | 0.00431 | -0.000000 0.000000 -0.040180
p, no symmetry: -0.06825 | 0.01074 | -0.015354 -0.007119 -0.017933
max |formula - diagonalization| = 1.7e-09 hopping
bilayer max|g|: inversion 7.0e-16, broken 0.0088 1/hopping
p cluster: error if only S rotates t = 0.01716 hopping
p cluster: on-site curvature -0.032644 vs -0.032644 hopping
C3v: n.D(n) at 0, 90, 210 deg = -5.4e-17 -8.9689e-03 -8.9689e-03 hopping
Rashba dimer: m*=0.5 m_e, alpha=0.5 eV A, EF=0.3 eV, R=10.0 A, T=0
a_up=2.0 A, a_dn=10.0 A, c=7.6200 eV A^2
k_so=0.03281, kappa=0.20111, k1=0.16831, k2=0.23392 1/A
2 k_so R = 37.60 deg, kappa R = 2.0111
phase shifts at EF: up 119.74 deg, down 65.61 deg
m1 = (m_up-m_dn)/2 = 0.016808 1/(eV A^2)
g0(EF) = 0.015977-0.006256j, gy(EF) = -0.005418+0.002244j 1/(eV A^2)
ref z: xx xy yx yy = -4.7697 -0.0000 0.0000 -6.0247 meV
ref x: yy yz zy zz = -6.0247 0.0000 0.0000 -4.7697 meV
ref y: zz zx xz xx = -4.8255 3.6433 -3.6433 -4.8255 meV
averaged Jxx Jyy Jzz = -4.7976 -6.0247 -4.7976 meV
J = -5.2066 meV = -60.42 K
Gamma xx yy zz = 0.4090 -0.8181 0.4090 meV
Dy = 3.6433 meV = 42.28 K; Dx=3.9e-18, Dz=-7.9e-17 meV
Jxx(ref y) - Jxx(ref z) = -0.0558 meV
-Omega(psi) harmonics: cos -4.7341, sin 3.5769 meV
second-harmonic amplitude = 0.0284 meV
canting psi: tensor 142.79 deg, exact 142.91 deg
Omega: canted xz -22.8594, FM z -12.2115 meV
Omega: FM y -10.9931, AFM y -22.8589 meV
alpha 0.02 vs 0.01 eV A: ratio Dy 1.9999, ratio Gamma_yy 3.9998
G scaled 0.04 vs 0.02: ratio Jzx 4.000, ratio ref. gap 16.027
twist-law error, alpha/s and s R: s=8 0.0015, s=32 0.0004
```
